# Ripple drift from slope-dependent ion erosion

## Second half: a definite yield, finite slopes and an example

### Symbols and results carried over

The ions move toward $+x$ and strike the mean surface at angle $\theta$ from its normal. The flat-surface recession speed is $V_0(\theta)=RY(\theta)\cos\theta$, where $R=J\Omega$ is ion flux times atomic volume and $Y$ is the yield. A surface of slope $p=h_x$ obeys $h_t=-W(p)$, with

$$W(0)=V_0,\qquad W'(0)=c=-V_0'(\theta),\qquad W''(0)=V_0+V_0''.$$

A small ripple of wavenumber $k$ along $x$ has $\sigma=-ick$ from the slope term. It moves at velocity $c$ with constant amplitude. A collision cascade of depth $a$ and Gaussian widths $\alpha$ (along the ion path) and $\beta$ (across it) adds a real rate of order $k^2$.

### A yield with a maximum

The Yamamura form of the angular yield rises with tilt and falls again near grazing incidence:

$$Y(\theta)=Y_0\,w^{f}e^{-\Sigma(w-1)},\qquad w=\frac1{\cos\theta}.$$

The exponent $f$ describes the rise and $\Sigma$ the fall. Then $V_0=RY_0\,w^{f-1}e^{-\Sigma(w-1)}$. Since $dw/d\theta=w\tan\theta$,

$$g\equiv\frac{V_0'}{V_0}=\left(\frac{f-1}{w}-\Sigma\right)w\tan\theta=\tan\theta\,(f-1-\Sigma w),$$

and

$$c=-V_0\tan\theta\left(f-1-\frac{\Sigma}{\cos\theta}\right).$$

The limits agree with the earlier cases: $f=\Sigma=0$ is the uniform yield and gives $c=V_0\tan\theta$, while $f=1$, $\Sigma=0$ gives $c=0$.

If $f-1>\Sigma>0$, ripples move against the beam at small tilt and along it at large tilt. The reversal is at

$$\cos\theta_r=\frac{\Sigma}{f-1}.$$

The yield itself has its maximum where $f=\Sigma w$, that is at $\cos\theta=\Sigma/f$, a larger angle. The reversal comes first because $V_0$ carries the additional factor $\cos\theta$: the ions are spread over more surface as the tilt grows.

### Finite slopes: what keeps its height

The linear result neglects $p^2$. To see what survives without this neglect, differentiate $h_t=-W(h_x)$ with respect to $x$:

$$p_t+W'(p)\,p_x=0 .$$

A given value of the slope is therefore carried along a straight line $x=x_0+W'(p_0)t$, where $p_0$ is the initial slope at $x_0$. Along that line the height changes at the rate

$$\frac{dh}{dt}=h_t+W'(p)h_x=pW'(p)-W(p).$$

Crests and troughs have $p=0$. They move at $W'(0)=c$ and sink at $W(0)=V_0$, whatever the slopes elsewhere. Their height difference is preserved until neighbouring lines cross.

The spacing of the lines changes by the factor $\partial x/\partial x_0=1+t\,W''(p_0)\,dp_0/dx_0$. The first crossing occurs when this factor reaches zero. For $h=A\cos kx$ at $t=0$, and $W$ approximated by a quadratic in $p$ with $W''=W''(0)$, the largest $|dp_0/dx_0|$ is $Ak^2$, and the slope breaks at

$$t_b=\frac{1}{|W''(0)|\,A\,k^2}.$$

After that the smooth solution no longer exists and the statements above lapse. In the limit $A\to0$ at fixed $k$, the breaking time goes to infinity and the linear result holds for as long as one wishes.

### Finite slopes: what does not

The shape between crest and trough changes, so the Fourier amplitude does too. Keep the quadratic $W$ and use the moving coordinate $\xi=k(x-ct)$, with $\eta=kx_0$. The initial slope is $p_0=-Ak\sin\eta$, so

$$\xi=\eta-s\sin\eta,\qquad s=W''(0)Ak^2t,\qquad p=-Ak\sin\eta .$$

The coefficient of $\sin\xi$ in $p$ is

$$b_1=\frac1\pi\int_{-\pi}^{\pi}p\,\sin\xi\,d\xi=\frac1\pi\int\cos\xi\,dp=-\frac{Ak}{\pi}\int_{-\pi}^{\pi}\cos\xi\,\cos\eta\,d\eta .$$

The second form is an integration by parts; its boundary term vanishes because $p=0$ at $\xi=\pm\pi$. From $d\xi=(1-s\cos\eta)\,d\eta$ follows $\cos\eta\,d\eta=(d\eta-d\xi)/s$. The integral of $\cos\xi\,d\xi$ over a period is zero, which leaves

$$b_1=-\frac{Ak}{\pi s}\int_{-\pi}^{\pi}\cos(\eta-s\sin\eta)\,d\eta=-Ak\,\frac{2\mathcal J_1(s)}{s},$$

where $\mathcal J_1$ is the Bessel function, whose integral representation has been used. The initial value is $-Ak$. The ratio is even in $s$, so with $\tau=|s|=t/t_b$ the first harmonic of the slope, and with it that of the height, is multiplied by

$$\frac{2\mathcal J_1(\tau)}{\tau}=1-\frac{\tau^2}{8}+\dots$$

As $\tau\to0$ the factor tends to one. The loss is second order in the initial amplitude. It is a transfer to higher harmonics: multiplying $p_t+W'(p)p_x=0$ by $p$ makes the second term a pure $x$-derivative, so the mean of $p^2$ over a period stays constant until the slope breaks.

### A shallow ripple on iridium

Take a prepared ripple on one grain of an iridium film, etched by argon ions of about 1 keV. The following inputs are set for the example: current density 0.10 mA/cm², lattice constant 0.384 nm, $Y_0=1.5$, $f=2$, $\Sigma=0.5$. The first three are of typical size. The two exponents are round numbers chosen for illustration, not values fitted to iridium. They place the yield maximum at 75.5° and $3.6\,Y_0$, a stronger and later rise than is expected for a target as heavy as iridium. The angle is $\theta=40^\circ$, the wavelength 200 nm, the amplitude 1 nm and the run time 300 s.

Dividing the current density by the elementary charge gives $J=6.242$ ions per nm² and second. The face-centred cubic cell holds four atoms, so $\Omega=0.384^3/4=0.01416$ nm³ and $R=0.0884$ nm/s. With $w=1/\cos40^\circ=1.305$,

$$Y=1.5\times1.305^2\times e^{-0.5\times0.305}=2.19,$$

$$V_0=0.0884\times2.194\times0.766=0.1485\ \mathrm{nm/s}.$$

The bracket in the drift formula is $1-0.5\times1.305=0.347$, so

$$c=-0.1485\times0.839\times0.347=-0.0433\ \mathrm{nm/s}=-2.60\ \mathrm{nm/min}.$$

With these exponents the ripple moves toward the ion source. In 300 s it shifts by 13.0 nm while 44.6 nm are eroded. The ratio of shift to depth, 0.29, does not depend on flux, atomic volume or $Y_0$, since all three multiply $c$ and $V_0$ alike. With $k=2\pi/200=0.03142$ nm⁻¹, the imaginary rate is $-ck=1.36\times10^{-3}$ s⁻¹.

The reversal angle is $\arccos0.5=60^\circ$. With the other parameters fixed, $c$ is $-0.023$ nm/s at 20°, $-0.029$ nm/s at 55° and $+0.188$ nm/s at 70°.

For the breaking time, differentiate $g$ once more:

$$\frac{V_0''}{V_0}=g^2+g',\qquad g'=w^2(f-1-\Sigma w)-\Sigma w\tan^2\theta .$$

Here $g=0.291$ and $g'=0.592-0.460=0.132$, so $W''(0)=0.1485\,(1+0.085+0.132)=0.181$ nm/s and $t_b=5605$ s. The run reaches $\tau=0.054$, and $\tau^2/8$ predicts a loss of 0.036% in the first harmonic.

The full law $h_t=-W(h_x)$ was also integrated numerically, with Fourier derivatives in $x$ and fourth-order Runge–Kutta steps in time. The first harmonic shifts by $-12.97$ nm and keeps 0.99964 of its amplitude. At $\tau=0.6$ the integration gives 0.9558 and the Bessel formula 0.9557.

A steeper ripple, of amplitude 6 nm, shows the two meanings of amplitude apart. Its breaking time, taken from the spacing factor with the full $W''(p_0)$, is 912.7 s; the quadratic formula would give 934 s. After 547.6 s, which is 0.6 of the former, its crest has moved by $-23.70$ nm, equal to $ct$. The peak-to-valley height is still 12.000 nm, but the first harmonic has fallen to 0.961 of its initial value.

### What the slope law leaves out

**Curvature-dependent erosion.** Take a cascade with $a=1.2$ nm, $\alpha=0.8$ nm and $\beta=0.6$ nm. The nonlocal erosion integral was summed on a fine grid for a very small ripple of 200 nm wavelength, and scaled so that a flat surface recedes at the example's $V_0$. The real rate is $+4.8\times10^{-5}$ s⁻¹, a growth of 1.4% in the run. In this cascade model the drift velocity differs from its long-wave value by 0.01%. The ratio $c/V_0$ is $-0.35$ at 40°, against $-0.29$ for the Yamamura yield. Both values depend on the parameters chosen, so their closeness does not confirm either angular law.

**Ballistic redistribution.** Ions also push atoms along the surface without ejecting them. Let $\delta$ be the sum of the atomic displacements per ion along its path. The arrival rate per surface area is $J\cos\varphi$ and the component along the surface is $\delta\sin\varphi$, so the volume current is $R\delta\sin\varphi\cos\varphi$. Mass conservation, with $\varphi\approx\theta-h_x$, gives

$$h_t=-\partial_x(R\delta\sin\varphi\cos\varphi)=R\delta\cos2\theta\;h_{xx},\qquad \sigma=-R\delta\cos2\theta\;k^2 .$$

For a rough $\delta=10$ nm the rate is $-1.5\times10^{-4}$ s⁻¹, a loss of 4.4% in the run. Together with curvature erosion the amplitude falls by about 3%. The two rates cancel at $\delta\approx3$ nm, and a smaller $\delta$ would give slow net growth; $\delta$ is a guess that does not settle which case applies to iridium. Drifting one full wavelength would take about 4600 s and erode about 690 nm, and at the same rates the amplitude would then be about 0.6 of its initial value. With these values, constant amplitude is a fair description of the 300 s run but not of a drift through a whole wavelength.

**Shadowing.** The path of an ion has slope $-\cot\theta$. A crest can block it only if the surface somewhere falls more steeply than that, so nothing is shadowed while $p>-\cot\theta$ everywhere. The steepest slope is $kA=0.031$, far below $\cot40^\circ=1.19$.

**Beam divergence.** Averaging $c$ over a Gaussian spread of incidence angles of 3° rms in the plane of incidence, by Gauss–Hermite quadrature, reduces its magnitude by 1%.

**Thermal smoothing.** The beam delivers $1000\cos40^\circ=766$ W/m². An uncooled sample that radiates from two faces with emissivity 0.2 into surroundings at 300 K reaches a temperature $T$ of about 450 K. Atoms diffuse from crests to troughs because the chemical potential is $-\gamma\Omega h_{xx}$, with $\gamma$ the surface energy. With $\Omega^{-2/3}$ atoms per area and surface diffusivity $D$, the atom current is $-(D\Omega^{-2/3}/k_BT)\,\partial_x(-\gamma\Omega h_{xx})$. Multiplied by $\Omega$ it is a volume current, and mass conservation gives $h_t=-Bh_{xxxx}$ with $B=D\gamma\Omega^{4/3}/(k_BT)$, and $\sigma=-Bk^4$. For rough values $\gamma=3$ J/m² and $D=10^{-7}\,\mathrm{m^2/s}\times e^{-2.0\,\mathrm{eV}/k_BT}$ the rate is about $-10^{-17}$ s⁻¹, which is negligible. This rests on the large barrier, which describes atoms that must first be freed thermally; an effective barrier near 0.8 eV would bring the rate to $10^{-4}$ s⁻¹. The beam itself creates mobile adatoms and vacancies, and the smoothing they cause is not included and need not be negligible.

### The example beside a real film

The current density and ion energy are ordinary for broad-beam etching, and a yield of one to a few atoms per ion is usual for metals at this energy. An amplitude of 1 nm at 200 nm wavelength is much shallower than a typical etched grating; it was chosen to keep the slopes small. Real films break two assumptions. They are often polycrystalline, and a yield difference of 30% between grains would produce steps of 13 nm during the run, larger than the ripple; hence the restriction to one grain. Within a grain, channelling makes the yield depend on crystal direction, so a smooth $Y(\theta)$ is an approximation. The drift is sensitive to this because it is a difference of two competing terms. With everything else fixed, $f=1.8$ gives $c=-0.017$ nm/s and $f=2.2$ gives $-0.072$ nm/s. A 10% change in one exponent thus alters the speed by 60 to 66%, and $f$ below $1+\Sigma w=1.65$ would reverse the drift. A flatter yield curve of the kind expected for a heavy target, for instance $f=1.55$ and $\Sigma=0.8$ with a maximum of $1.3\,Y_0$ near 59°, gives $c/V_0=+0.41$ at 40°, a drift away from the source. The calculated velocity and the 60° reversal angle therefore illustrate the formulas and are not predictions for iridium; even the sign of the drift depends on the yield parameters. A better prediction needs the slope of the measured erosion speed $V_0(\theta)$ at the working angle. For a crystalline grain it should come from surfaces cut at slightly different angles, with the beam direction fixed relative to the lattice. Tilting a single crystal in the beam would also change the channelling, which does not happen along a ripple within one grain.
